# Negative Grueneisen parameters of transverse chain modes: the tension effect: a program that tests the result

```python
# Result under test: a chain with pair energy phi(r), held at spacing a, has
#   omega_T^2 = (4/m) (phi'(a)/a) sin^2(k a/2)
#   gamma_T = -d ln omega_T / d ln a = (1 - a phi''/phi') / 2
# so gamma_T < 0 under tension exactly when phi'' > phi'/a.
# A transverse zigzag vibration of energy E per atom adds the mean axial
# pull -gamma_T E / a.
# Symbols: m atomic mass, r0 bond length at the energy minimum,
# depth and alpha Morse depth and inverse range, u zigzag amplitude.
# All quantities are in SI units.
import math
import numpy as np
from scipy.optimize import brentq, minimize_scalar

depth, alpha, r0, m = 2.0e-19, 1.5e10, 2.5e-10, 5.0e-26
N_ATOMS = 8


def morse(r):
    return depth * ((1 - np.exp(-alpha * (r - r0)))**2 - 1)


def d1(r):
    q = math.exp(-alpha * (r - r0))
    return 2 * depth * alpha * (q - q * q)


def d2(r):
    q = math.exp(-alpha * (r - r0))
    return 2 * depth * alpha**2 * (2 * q * q - q)


def d3(r):
    q = math.exp(-alpha * (r - r0))
    return 2 * depth * alpha**3 * (q - 4 * q * q)


def gamma_t(a):
    return 0.5 * (1 - a * d2(a) / d1(a))


def gamma_l(a):
    return -0.5 * a * d3(a) / d2(a)


def chain_energy(flat_displacements, a, phi):
    """Full energy of a periodic chain along x, atoms free in 3D."""
    pos = flat_displacements.reshape(N_ATOMS, 3)
    bond = np.roll(pos, -1, axis=0) - pos
    bond[:, 0] += a
    return np.sum(phi(np.sqrt(np.sum(bond**2, axis=1))))


def hessian(a, phi, h=3e-13):
    """Second differences of the energy; no derivative of phi is used."""
    size = 3 * N_ATOMS
    steps = h * np.eye(size)
    result = np.zeros((size, size))
    for i in range(size):
        for j in range(i, size):
            p, q = steps[i] + steps[j], steps[i] - steps[j]
            value = (chain_energy(p, a, phi) + chain_energy(-p, a, phi)
                     - chain_energy(q, a, phi) - chain_energy(-q, a, phi))
            result[i, j] = result[j, i] = value / (4 * h * h)
    return result


def force_constants(a, phi):
    """Eigenvalues m omega^2: longitudinal, then transverse (y)."""
    full = hessian(a, phi)
    return (np.linalg.eigvalsh(full[0::3, 0::3]),
            np.linalg.eigvalsh(full[1::3, 1::3]))


def numeric_gammas(a, phi, step=1e-4):
    """Grueneisen parameters of all modes except uniform translation."""
    low = force_constants(a * (1 - step), phi)
    high = force_constants(a * (1 + step), phi)
    dlna = math.log((1 + step) / (1 - step))
    return [-0.5 * np.log(hi[1:] / lo[1:]) / dlna
            for lo, hi in zip(low, high)]


# Spectrum from the full energy against the dispersion relations
a = 1.05 * r0
full = hessian(a, morse)
sin2 = np.sort(np.sin(np.pi * np.arange(N_ATOMS) / N_ATOMS)**2)
for axis, spring in ((0, d2(a)), (1, d1(a) / a), (2, d1(a) / a)):
    found = np.linalg.eigvalsh(full[axis::3, axis::3])
    assert np.allclose(found, 4 * spring * sin2, rtol=5e-4, atol=1e-5)
for i, j in ((0, 1), (0, 2), (1, 2)):
    assert np.max(np.abs(full[i::3, j::3])) < 1e-5

# Grueneisen parameters: every mode, on both sides of the sign change
stretches = (0.01, 0.02, 0.05, 0.10, 0.15, 0.17)
for s in stretches:
    num_l, num_t = numeric_gammas(r0 * (1 + s), morse)
    assert np.allclose(num_t, gamma_t(r0 * (1 + s)), rtol=2e-3, atol=5e-3)
    if s == 0.05:
        assert np.allclose(num_l, gamma_l(a), rtol=2e-3)
        numeric_t_mean = np.mean(num_t)

# Sign change: root of the condition against the maximum of phi'/r
a_sign = brentq(lambda r: r * d2(r) - d1(r), 1.02 * r0, 1.3 * r0,
                xtol=1e-20)
best = minimize_scalar(lambda x: -d1(x * r0) / (x * r0),
                       bounds=(1.01, 1.4), method="bounded",
                       options={"xatol": 1e-9})
a_inflection = brentq(d2, 1.02 * r0, 1.4 * r0, xtol=1e-20)
assert abs(best.x * r0 / a_sign - 1) < 1e-6
assert a_sign < a_inflection
assert np.all(numeric_gammas(0.99 * a_sign, morse)[1] < 0)
assert np.all(numeric_gammas(1.01 * a_sign, morse)[1] > 0)

# Compression makes the straight chain unstable to transverse motion
compressed = force_constants(0.98 * r0, morse)[1]
assert np.min(compressed) < -1.0

# Harmonic bond with rest length r0, and spring of zero rest length
K = d2(r0)
harm_l, harm_t = numeric_gammas(a, lambda r: 0.5 * K * (r - r0)**2)
zero_l, zero_t = numeric_gammas(a, lambda r: 0.5 * K * r**2)
assert np.allclose(harm_t, -r0 / (2 * (a - r0)), rtol=2e-3)
assert np.allclose(harm_l, 0, atol=2e-3)
assert np.allclose(zero_t, 0, atol=2e-3)


def mean_axial_pull(spacing, u0, periods=10, steps=2000):
    """Time-averaged axial bond force in the full zigzag motion."""
    omega = math.sqrt(4 * d1(spacing) / (m * spacing))
    dt = 2 * math.pi / omega / steps

    def bond_and_acceleration(u):
        r = math.sqrt(spacing**2 + 4 * u * u)
        pull = d1(r) / r
        return pull * spacing, -4 * pull * u / m

    u, v, total = u0, 0.0, 0.0
    axial, acc = bond_and_acceleration(u)
    for _ in range(periods * steps):
        v += 0.5 * dt * acc
        u += dt * v
        axial, acc = bond_and_acceleration(u)
        v += 0.5 * dt * acc
        total += axial - d1(spacing)
    return d1(spacing) + total / (periods * steps)


u0 = 2.0e-12
E = float(morse(math.sqrt(a * a + 4 * u0 * u0)) - morse(a))
extra_pull = mean_axial_pull(a, u0) - d1(a)
predicted_pull = -gamma_t(a) * E / a
# Amplitude corrections are of relative order 1e-3
assert abs(extra_pull / predicted_pull - 1) < 0.01
a_vibrating = brentq(lambda x: mean_axial_pull(x, u0) - d1(a),
                     a - 1e-13, a + 1e-13, xtol=1e-20, rtol=1e-14)
shift = a_vibrating - a
predicted_shift = gamma_t(a) * E / (a * d2(a))
assert shift < 0 and abs(shift / predicted_shift - 1) < 0.01

a2 = 1.01 * a
wt, wt2 = (2 * math.sqrt(d1(x) / (m * x)) for x in (a, a2))
wl, wl2 = (2 * math.sqrt(d2(x) / m) for x in (a, a2))
assert wt2 > wt and wl2 < wl

print(f"Morse depth: {depth:.2e} J")
print(f"Morse inverse range alpha: {alpha:.2e} 1/m")
print(f"rest length r0: {r0:.3e} m")
print(f"atomic mass m: {m:.2e} kg")
print(f"spacing a (5 % stretch): {a:.4e} m")
print(f"tension phi'(a): {d1(a):.4e} N")
print(f"transverse spring phi'/a: {d1(a)/a:.4f} N/m")
print(f"longitudinal spring phi'': {d2(a):.3f} N/m")
print(f"third derivative phi''': {d3(a):.4e} N/m^2")
print(f"ratio a phi''/phi': {a*d2(a)/d1(a):.3f} (no unit)")
print(f"gamma_T, formula: {gamma_t(a):.3f} (no unit)")
print(f"gamma_T, full energy: {numeric_t_mean:.3f} (no unit)")
print(f"gamma_L, formula: {gamma_l(a):.3f} (no unit)")
print(f"top omega_T at a: {wt:.4e} rad/s")
print(f"top omega_T at 1.01 a: {wt2:.4e} rad/s")
print(f"change of omega_T: {100*(wt2/wt-1):+.2f} %")
print(f"top omega_L at a: {wl:.4e} rad/s")
print(f"top omega_L at 1.01 a: {wl2:.4e} rad/s")
print(f"change of omega_L: {100*(wl2/wl-1):+.2f} %")
print(f"tension at 1.01 a: {d1(a2):.4e} N")
print(f"phi'/a at 1.01 a: {d1(a2)/a2:.4f} N/m")
for s in stretches:
    x = r0 * (1 + s)
    print(f"stretch {100*s:.0f} %: phi'/a = {d1(x)/x:.4f} N/m, "
          f"gamma_T = {gamma_t(x):.3f}")
print(f"gamma_T changes sign at a: {a_sign:.4e} m")
print(f"stretch at sign change: {100*(a_sign/r0-1):.2f} %")
print(f"inflection point of phi: {a_inflection:.4e} m")
print(f"stretch at inflection: {100*(a_inflection/r0-1):.2f} %")
print(f"lowest m omega_T^2 at 2 % compression: "
      f"{np.min(compressed):.3f} N/m")
print(f"harmonic bond constant K: {K:.2f} N/m")
print(f"harmonic bond, 5 % stretch, gamma_T: {np.mean(harm_t):.3f}")
print(f"harmonic bond, largest |gamma_L|: {np.max(abs(harm_l)):.3f}")
print(f"zero-rest-length spring, largest |gamma_T|: "
      f"{np.max(abs(zero_t)):.3f}")
print(f"zigzag amplitude u: {u0:.2e} m")
print(f"vibrational energy per atom E: {E:.4e} J")
print(f"extra mean pull, full motion: {extra_pull:.4e} N")
print(f"extra mean pull, -gamma_T E/a: {predicted_pull:.4e} N")
print(f"spacing change at fixed force, full motion: {shift:.4e} m")
print(f"spacing change, gamma_T E/(a phi''): {predicted_shift:.4e} m")
print("all tests passed")
```

It prints:

```
Morse depth: 2.00e-19 J
Morse inverse range alpha: 1.50e+10 1/m
rest length r0: 2.500e-10 m
atomic mass m: 5.00e-26 kg
spacing a (5 % stretch): 2.6250e-10 m
tension phi'(a): 8.5044e-10 N
transverse spring phi'/a: 3.2398 N/m
longitudinal spring phi'': 49.099 N/m
third derivative phi''': -2.5922e+12 N/m^2
ratio a phi''/phi': 15.155 (no unit)
gamma_T, formula: -7.078 (no unit)
gamma_T, full energy: -7.077 (no unit)
gamma_L, formula: 6.929 (no unit)
top omega_T at a: 1.6099e+13 rad/s
top omega_T at 1.01 a: 1.7114e+13 rad/s
change of omega_T: +6.31 %
top omega_L at a: 6.2673e+13 rad/s
top omega_L at 1.01 a: 5.8386e+13 rad/s
change of omega_L: -6.84 %
tension at 1.01 a: 9.7067e-10 N
phi'/a at 1.01 a: 3.6612 N/m
stretch 1 %: phi'/a = 0.8424 N/m, gamma_T = -47.165
stretch 2 %: phi'/a = 1.5773 N/m, gamma_T = -22.143
stretch 5 %: phi'/a = 3.2398 N/m, gamma_T = -7.078
stretch 10 %: phi'/a = 4.6892 N/m, gamma_T = -1.971
stretch 15 %: phi'/a = 5.1158 N/m, gamma_T = -0.200
stretch 17 %: phi'/a = 5.1114 N/m, gamma_T = 0.234
gamma_T changes sign at a: 2.8966e-10 m
stretch at sign change: 15.86 %
inflection point of phi: 2.9621e-10 m
stretch at inflection: 18.48 %
lowest m omega_T^2 at 2 % compression: -8.223 N/m
harmonic bond constant K: 90.00 N/m
harmonic bond, 5 % stretch, gamma_T: -10.000
harmonic bond, largest |gamma_L|: 0.000
zero-rest-length spring, largest |gamma_T|: 0.000
zigzag amplitude u: 2.00e-12 m
vibrational energy per atom E: 2.5939e-23 J
extra mean pull, full motion: 6.9863e-13 N
extra mean pull, -gamma_T E/a: 6.9939e-13 N
spacing change at fixed force, full motion: -1.4237e-14 m
spacing change, gamma_T E/(a phi''): -1.4244e-14 m
all tests passed
```
